\section*{Absolute Film Thickness from Energy-Loss Spectra by the Kramers-Kronig Sum Rule}

\section{What the counts contain}

\textbf{Q.} A loss spectrum is a list of electron counts against energy. How can counts yield nanometres without a calibrated film?

\textbf{A.} The counts scattered once, divided by the unscattered counts and by a known angular factor, are proportional to the thickness $t$ times the material's loss function, $L(E)=\mathrm{Im}[-1/\varepsilon(E)]$. The spectrum fixes the shape of $L$, but a thick film with weak losses could give the same counts as a thin film with strong ones. Causality removes this ambiguity: a weighted area of $L$ is fixed by the refractive index.

\textbf{Q.} Then derive the proportionality first, with its prefactor. Any error there goes straight into $t$.

\textbf{A.} Let the electron have speed $v$, rest mass $m_0$, Lorentz factor $\gamma$ and momentum $\hbar k_0=\gamma m_0v$. The beam is parallel and normal to a homogeneous, isotropic film. Since $dE/dp=v$, a small loss $E$ requires the longitudinal momentum $E/v$. Deflection by a small angle $\theta$ requires the transverse momentum $\hbar Q=\hbar k_0\theta$. With $k=E/(\hbar v)$,
\begin{equation}
Q^2+k^2=k_0^2(\theta^2+\theta_E^2),\qquad
\theta_E=\frac{k}{k_0}=\frac{E}{\gamma m_0v^2}.
\end{equation}

For now I neglect the film's surfaces and retardation, and take $\varepsilon$ as independent of momentum transfer. The charge density is $-e\,\delta(x)\delta(y)\delta(z-vt')$, where $t'$ is time. Its Fourier components vary as $\exp[i(\mathbf Q\cdot\mathbf R+kz-\omega t')]$ with $\omega=kv$. In this convention absorption means $\mathrm{Im}\,\varepsilon>0$ for $\omega>0$. Poisson's equation gives
\begin{equation}
\phi=-\frac{e}{\varepsilon_0}\int\frac{d^2Q\,dk}{(2\pi)^3}
\frac{e^{i(\mathbf Q\cdot\mathbf R+kz-kvt')}}{\varepsilon(kv)(Q^2+k^2)} .
\end{equation}
The force on the electron is $F_z=e\,\partial_z\phi$ at $\mathbf R=0$, $z=vt'$. The energy lost per unit length is therefore
\begin{equation}
-F_z=\frac{e^2}{\varepsilon_0}\int\frac{d^2Q\,dk}{(2\pi)^3}
\frac{ik}{\varepsilon(kv)(Q^2+k^2)} .
\end{equation}
A real field has a real response, so $\varepsilon(-\omega)=\varepsilon^*(\omega)$. Adding the terms at $k$ and $-k$ gives
\begin{equation}
ik\left(\frac1\varepsilon-\frac1{\varepsilon^*}\right)
=ik\,\bigl(2i\,\mathrm{Im}\,\tfrac1\varepsilon\bigr)=2kL .
\end{equation}
The electron's own vacuum field, for which $\varepsilon=1$, thus does no work. Now put $k=E/(\hbar v)$ and $dk=dE/(\hbar v)$:
\begin{equation}
-F_z=\int d^2Q\int_0^\infty dE\;E\,
\frac{e^2}{4\pi^3\varepsilon_0\hbar^2v^2}\frac{L(E)}{Q^2+k^2}.
\end{equation}

\textbf{Q.} That is a classical energy, not a number of scattered electrons.

\textbf{A.} The energy is delivered in quanta $E$, so the factor multiplying $E$ is the mean number of losses per unit length, $d^2Q$ and $dE$. Multiply it by $t$, use $e^2/(4\pi\varepsilon_0)=\hbar^2/(m_0a_0)$ with $a_0$ the Bohr radius, and set $d^2Q=k_0^2\,d\Omega$. The factors $k_0^2$ cancel:
\begin{equation}
\frac{d^2P}{d\Omega\,dE}=\frac{t}{\pi^2a_0m_0v^2}\,
\frac{L(E)}{\theta^2+\theta_E^2}. \label{eq:double}
\end{equation}
An aperture of half-angle $\beta$ accepts
\begin{equation}
\int_0^\beta\frac{2\pi\theta\,d\theta}{\theta^2+\theta_E^2}
=\pi\Lambda(E),\qquad
\Lambda(E)=\ln\!\left(1+\frac{\beta^2}{\theta_E^2}\right).
\end{equation}
Hence, with $I_0$ an intensity still to be identified,
\begin{equation}
S(E)=\frac{I_0t}{\pi a_0m_0v^2}\,L(E)\Lambda(E). \label{eq:S}
\end{equation}

\section{Which intensity is $I_0$?}

\textbf{Q.} Is it the whole transmitted beam, or the zero-loss peak?

\textbf{A.} It must belong to the same intensity scale as $S$. For independent losses the number of events is Poisson distributed with mean $\tau=t/\lambda$, where $\lambda$ is the inelastic mean free path for this aperture. The unscattered fraction is $e^{-\tau}$ and the singly scattered fraction is $\tau e^{-\tau}$. Their ratio is $\tau$, the area of the single-loss probability. So if $S$ is the singly scattered part as it stands in the measured spectrum, $I_0$ is the zero-loss area.

Repeated losses convolve in energy. With a tilde for the Fourier transform and a narrow zero-loss peak, the complete spectrum $J$ obeys
\begin{equation}
\tilde J=I_0\sum_{j=0}^\infty\frac1{j!}\left(\frac{\tilde S}{I_0}\right)^j
=I_0e^{\tilde S/I_0}
\quad\Rightarrow\quad
\tilde S=I_0\ln\frac{\tilde J}{I_0}.
\end{equation}
This is Fourier-log deconvolution. It is approximate with an aperture, because repeated scattering also widens the angular distribution.

\section{The missing constraint}

\textbf{Q.} You still have the product $tL$. Where does an absolute value of $L$ come from?

\textbf{A.} From causality. The function $f(E)=1/\varepsilon(E)-1$ describes the potential induced by an external charge. It cannot precede its cause, so it is analytic in the upper half of the complex energy plane, and it vanishes at high energy. Integrate $f(E')/(E'-E)$ along the real axis, passing above the pole, and close the path with a large upper semicircle. The total is zero, the large arc vanishes, and the small clockwise arc gives $-i\pi f(E)$. With P for the principal value,
\begin{equation}
\mathrm P\!\int_{-\infty}^{\infty}\frac{f(E')}{E'-E}\,dE'=i\pi f(E).
\end{equation}
Take the imaginary part, insert $\mathrm{Im}f=-L$, and use the oddness of $L$ to fold the negative energies onto the positive ones:
\begin{equation}
\mathrm{Re}\frac1{\varepsilon(E)}-1
=-\frac2\pi\,\mathrm P\!\int_0^\infty
\frac{E'L(E')}{E'^2-E^2}\,dE'. \label{eq:KK}
\end{equation}
At $E=0$ this becomes
\begin{equation}
\frac2\pi\int_0^\infty\frac{L(E)}E\,dE
=1-\mathrm{Re}\frac1{\varepsilon(0)}. \label{eq:sum}
\end{equation}

\textbf{Q.} At zero frequency an oxide has its static permittivity, which includes lattice vibrations. Why may I use an optical index?

\textbf{A.} Because the vibrational losses are left out of $S$: at ordinary energy resolution they are hidden in the zero-loss peak, and where they are resolved the integral is started above them. Choose an energy $E_w$ far above the phonons and far below the electronic losses, where $\varepsilon\simeq n^2$. In Eq.~(\ref{eq:KK}) the phonon region has $E'\ll E_w$ and contributes $+(2/\pi E_w^2)\int_{\rm ph}E'L\,dE'$, which falls as $1/E_w^2$; for the model phonon added to the film below it is 0.04 at $E_w=0.3$ eV (0.05 before expanding in $E'/E_w$) and 0.004 at 1 eV. This term is not an error in the result: it is the amount by which the phonons raise $\mathrm{Re}\,1/\varepsilon(E_w)$ above $1/n^2$, so it appears on both sides and cancels. For that film the losses above 0.3 eV give 0.535 with the phonon and 0.534 without it. The electronic region has $E'\gg E_w$, so
\begin{equation}
\frac2\pi\int_{\rm el}\frac{L(E)}E\,dE\simeq1-\frac1{n^2}. \label{eq:optical}
\end{equation}
Here $n$ is the electronic index extrapolated to zero energy, without phonons. In a conductor $|\varepsilon|\to\infty$ at zero energy and the right side of Eq.~(\ref{eq:sum}) is 1. That value may be used only if the free-carrier loss is contained in $S$, as for a metal whose plasmon lies far above the zero-loss peak, and it holds only at small momentum transfer. For a free-electron gas at the density of aluminium (Lindhard--Mermin response, no retardation), $1-1/\varepsilon(q,0)$ is 0.72 at $q=12.5$ nm$^{-1}$, and at 200 keV the thickness formula below returns about 3.5\% too little at 5 mrad and 9\% too little at 10 mrad. In a doped semiconductor or conducting oxide the carrier plasmon can lie below 1 eV, and it then drops out like the phonons: for the film introduced below with $3\times10^{20}$ cm$^{-3}$ carriers of mass $0.35\,m_0$ and damping 0.1 eV added, the plasmon is at 0.74 eV and the losses above 1 eV give 0.55, not 1. What matters is the plasmon's position relative to the cut: the losses above 0.5 eV give 0.96, and at $10^{21}$ cm$^{-3}$, with the plasmon at 1.35 eV, those above 1 eV give 0.97.

\textbf{Q.} Now eliminate $L$.

\textbf{A.} Divide Eq.~(\ref{eq:S}) by $E\Lambda$, integrate, and use Eq.~(\ref{eq:optical}):
\begin{align}
\int_0^\infty\frac{S}{E\Lambda}\,dE
&=\frac{I_0t}{\pi a_0m_0v^2}\int_0^\infty\frac LE\,dE\nonumber\\
&=\frac{I_0t}{\pi a_0m_0v^2}\,\frac\pi2\left(1-\frac1{n^2}\right).
\end{align}
Solving for the thickness gives
\begin{equation}
\boxed{t=\frac{2a_0m_0v^2}{I_0(1-n^{-2})}
\int_0^\infty\frac{S(E)\,dE}{E\ln[1+(\beta/\theta_E)^2]}} \label{eq:t}
\end{equation}
Putting this $t$ back into Eq.~(\ref{eq:S}) gives the absolute loss function,
\begin{equation}
L(E)=\frac\pi2\left(1-\frac1{n^2}\right)
\frac{S(E)/\Lambda(E)}{\int_0^\infty S/(E'\Lambda)\,dE'} .
\end{equation}
A common scale error in the counts cancels from $L$. The effect of an error in $I_0$ depends on where it enters. Since $\tilde S/I_0=\ln\tilde J-\ln I_0$, a wrong $I_0$ used both in the deconvolution of an intact $J$ and in Eq.~(\ref{eq:t}) changes only the channel at $E=0$ and cancels from $t$. It does not cancel if it is used in Eq.~(\ref{eq:t}) alone, or if the zero-loss peak within $J$ is itself recorded wrongly. For the film introduced below, a peak recorded 10\% low gives 88.0 nm instead of 79.9 nm and makes $L$ at 60 eV 13\% too low.

\textbf{Q.} What if the aperture is very small?

\textbf{A.} If $\beta\ll\theta_E$ at all energies that contribute appreciably, then $\Lambda\simeq\beta^2/\theta_E^2$ and
\begin{equation}
t\simeq\frac{2a_0}{I_0(1-n^{-2})\beta^2\gamma^2m_0v^2}
\int_0^\infty E\,S(E)\,dE .
\end{equation}
The weight on the counts now rises with energy, whereas for $\beta\gg\theta_E$ the logarithm varies slowly and the weight is close to $1/E$. The share of $t$ carried by each energy does not change, because $S/(E\Lambda)\propto L/E$ for any $\beta$; for the film introduced below, losses above 100 eV carry 0.4\% of $t$ at every aperture. What changes is the damage done by stray counts at high energy. A flat background of 0.1\% of the peak of $S$, from 1 to 400 eV, raises $t$ by 0.6\% at 5 mrad and by 9\% at 0.1 mrad. Even 0.1 mrad is not yet in the small-aperture limit for that film: $\beta\simeq\theta_E$ at the loss peak, and the approximate formula returns half the thickness, against 0.96 of it at 0.01 mrad.

\section{An independent look at the prefactor}

\textbf{Q.} Can the factor $1/(\pi^2a_0m_0v^2)$ be checked without repeating the field calculation?

\textbf{A.} Yes, against Rutherford scattering. At high energy $1/\varepsilon-1\to E_p^2/E^2$, where $E_p^2=\hbar^2Ne^2/(\varepsilon_0m_0)=4\pi N\hbar^4/(m_0^2a_0)$ and $N$ is the electron density. The same limit of Eq.~(\ref{eq:KK}) gives $\int_0^\infty EL\,dE=\pi E_p^2/2$. This area stays the same when $\varepsilon$ depends on momentum transfer: at fixed momentum transfer and high enough energy the electrons still respond as free charges, so the limit $E_p^2/E^2$ is unchanged. The losses may move to higher energy, but their energy-weighted area does not change.

At large $\theta$ a struck electron recoils almost freely with energy $E_r=(\gamma m_0v\theta)^2/(2m_0)$. The number of collisions per solid angle is then the energy-weighted form of Eq.~(\ref{eq:double}) divided by $E_r$:
\begin{align}
\frac{t}{\pi^2a_0m_0v^2\theta^2}\,\frac{\pi E_p^2}{2E_r}
&=\frac{tE_p^2}{\pi a_0\gamma^2m_0^2v^4\theta^4}\nonumber\\
&=Nt\left[\frac{2e^2}{4\pi\varepsilon_0\gamma m_0v^2\theta^2}\right]^2 .
\end{align}
This is the small-angle Rutherford result. For the film introduced below, at 200 keV and 50 mrad, the energy-weighted integral of the optical $L$ divided by $E_r$ gives 0.999 of the Rutherford rate; this confirms the algebra and the constants, not the recoil picture. Counting the losses directly, with each resonance raised by the recoil energy, gives 0.95 at 50 mrad ($E_r\simeq600$ eV) and 0.99 at 100 mrad, approaching 1 as $E_r$ outgrows the resonance energies and widths.

\section{A film with numbers}

\textbf{Q.} Show me a case in which the true thickness is known.

\textbf{A.} Take a model film of 80 nm, a 200 keV beam, $\beta=5$ mrad and $10^7$ transmitted electrons. Its permittivity is
\begin{equation}
\varepsilon(E)=1+\sum_j\frac{A_j^2}{E_j^2-E^2-i\Gamma_jE},
\end{equation}
with $(A,E,\Gamma)=(9,12,4)$ and $(20,26,20)$ eV. At zero energy
\begin{equation}
n^2=1+\frac{81}{144}+\frac{400}{676}=2.1542,\qquad
1-\frac1{n^2}=0.5358 .
\end{equation}
Direct integration of the loss function also gives 0.5358. For a Drude metal with $A=15$ eV, $E_j=0$ and $\Gamma=2$ eV it gives 1.0000.

The spectrum was formed by numerical integration over angle, given plural scattering by repeated convolution, and then deconvolved. At 23 eV, $\theta_E=0.0669$ mrad, $\Lambda=8.628$ and $L=0.4625$. The mean number of losses is $\tau=0.335$, so $I_0=10^7e^{-0.335}=7.153\times10^6$. The recovered spectrum has the weighted integral $1.1717\times10^4$ counts/eV, and $2a_0m_0v^2=26146.5$ eV\,nm. Thus
\begin{equation}
t=\frac{26146.5\times1.1717\times10^4}{7.153\times10^6\times0.5358}\ \mathrm{nm}
=79.9\ \mathrm{nm},
\end{equation}
or 799 \AA.

\textbf{Q.} Why not 80.0?

\textbf{A.} The energy grid starts at 0.1 eV. Near zero, $L/E$ tends to
\begin{equation}
\frac1{n^4}\sum_j\frac{A_j^2\Gamma_j}{E_j^4}
=\frac{0.0156+0.0175}{4.64}\ \mathrm{eV}^{-1}=0.0071\ \mathrm{eV}^{-1}.
\end{equation}
The full integral of $L/E$ is $(\pi/2)\times0.5358=0.842$. The missing interval therefore removes $0.0071\times0.1/0.842$, or 0.08\%, which is about 0.07 nm.

\textbf{Q.} What happens if I choose the wrong intensity or skip the deconvolution?

\textbf{A.} With $S$ kept on the zero-loss scale but all transmitted electrons put for $I_0$ in Eq.~(\ref{eq:t}), the result falls by the factor $e^{-0.335}$ to 57.2 nm; with that same intensity used in the deconvolution as well, it stays at 79.9 nm. With plural scattering left in, it rises to 87.7 nm, 10\% above the deconvolved value. The total loss area is too large by more, $(e^\tau-1)/\tau-1=19\%$. Multiple losses lie at higher energy, where the weight $1/(E\Lambda)$ is smaller here.

\section{How well must the index be known?}

\textbf{Q.} You have exchanged a thickness standard for an optical one. How much does an error in $n$ cost?

\textbf{A.} At fixed spectrum, $\ln t=\mathrm{constant}-\ln(1-n^{-2})$, so
\begin{equation}
\frac1t\frac{dt}{dn}=-\frac{2n^{-3}}{1-n^{-2}}
=-\frac2{n(n^2-1)} .
\end{equation}
For this film the slope is $-1.18$ per unit index. An index too high by 0.05 gives 75.7 nm, 5.3\% below the recovered value; the linear estimate is 5.9\%. The sensitivity diverges as $n\to1$ and falls as $2/n^3$ for large $n$.

Using the index at 2.1 eV, 1.474 instead of 1.468, gives 79.4 nm, a shift of $-0.7\%$. To see the effect of phonons, add an oscillator $(0.13,0.10,0.01)$ eV. The static permittivity becomes 3.84, and $1-1/\varepsilon(0)$ becomes 0.740. The losses above 1 eV still give 0.531, close to the optical 0.536; the missing electronic wing below 1 eV accounts for the difference, since $(2/\pi)\times0.0071\times1=0.0045$. Putting the static permittivity in place of $n^2$ would give 57.9 nm, 28\% too low relative to the recovered value.

\section{Where the formula fails}

\textbf{Q.} Real films have surfaces, and 200 keV electrons are fast. Are those neglected effects small?

\textbf{A.} Not at the one-percent level. I solved Maxwell's equations for the same film in vacuum, matching the tangential fields at both faces, and put the resulting spectra into Eq.~(\ref{eq:t}). All comparisons use losses from 3 to 200 eV, for which the bulk spectrum gives 77.9 nm:

\begin{center}
\begin{tabular}{lcc}
Effect included & Apparent $t$ (nm) & Shift (nm)\\
Surfaces, no retardation & 79.3 & $+1.4$\\
Surfaces and retardation & 82.9 & $+5.0$\\
Momentum dispersion, bulk & 75.6 & $-2.3$
\end{tabular}
\end{center}

Surfaces and retardation together raise the apparent thickness by 6.4\% relative to the bulk reference, and at this thickness retardation supplies the larger part. The figure depends on the lower cut: the shift is $+6.3$ nm (7.9\%) for losses from 0.2 eV and $+3.7$ nm (5.0\%) for losses from 9 eV. The value of $nv/c$ is 1.02 at zero energy and rises to 1.15 near 10 eV; the Cherenkov condition $\mathrm{Re}\,\varepsilon\,v^2/c^2>1$ holds up to 11.5 eV. The calculation does not separate this emission from the other effects of retardation. When the two faces act independently, their non-retarded excess loss does not grow with $t$, so its relative effect is larger in thinner films.

\textbf{Q.} Why does momentum dispersion have the opposite sign?

\textbf{A.} In the estimate each resonance energy is raised by the free-electron recoil energy $\hbar^2q^2/(2m_0)$, where $q^2=Q^2+k^2$. Stiffer oscillators respond less at zero energy. At the aperture edge, $Q=12.5$ nm$^{-1}$, the shift is about 6 eV and the right side of Eq.~(\ref{eq:sum}) falls from 0.54 to
\begin{equation}
1-\left[1+\frac{81}{18^2}+\frac{400}{32^2}\right]^{-1}\simeq0.39 .
\end{equation}
The thickness formula still assumes 0.54, so it returns too small a value. The total shift is only 2.9\% because the angular distribution gives much of its weight to smaller $q$: at 23 eV, 79\% of it lies where the recoil energy is below 1 eV. The size depends on the assumed dispersion law. It is 1.5\% if the resonances rise by half the recoil energy, and 0.3\% if they rise by a tenth of it or if resonance and recoil energies add in quadrature. The second row of the table already contains the first, so those two must not be added. Without surfaces, retardation alone shifts the result by $+4.7$ nm, dispersion by $-2.3$ nm and both together by $+2.4$ nm, so these two add; with surfaces present I have not shown it.

\textbf{Q.} And the limited energy range?

\textbf{A.} Keeping 3 to 100 eV gives 77.6 nm, 2.9\% below the recovered value. Most of this comes from below 3 eV: $0.0071\times3/0.842=2.5\%$. That part reflects the model, whose oscillators have absorption wings instead of a true gap.

\textbf{Q.} How close is all this to an oxide lamella cut from a device?

\textbf{A.} The thickness, beam energy and index are in the rough range for a silica-like dielectric. The loss peak is not: the model puts it at 31.4 eV, whereas such oxides have their main peak roughly in the low to middle twenties of eV. The percentages above therefore belong to this model and should be recomputed with a measured loss function. A real lamella certainly breaks the assumption of no surfaces, which together with retardation moves the model result by 5.0 nm with a lower cut at 3 eV and by 6.3 nm with a cut at 0.2 eV. It may also contain damaged faces, several materials along the beam, or crystals that diffract strongly; beam convergence, contamination and elastic scattering add further errors. None of these is sized here. A residue of the zero-loss tail is costly because of the weight $1/(E\Lambda)$: at 5 mrad, stray counts of 0.1\% of $I_0$ between 1 and 3 eV raise the model thickness by 2.4\%, against 0.07\% for the same counts between 100 and 400 eV. For such a film, quoting Eq.~(\ref{eq:t}) to a tenth of a nanometre would describe the arithmetic, not the accuracy. The numerical output gives the underlying values.

\section*{Computed values}
\begin{verbatim}
beam energy 200 keV, aperture 5.0 mrad
true thickness 80.0 nm, transmitted electrons 1.0e+07
oscillator strength, resonance, damping: 9.0, 12.0, 4.0 eV
oscillator strength, resonance, damping: 20.0, 26.0, 20.0 eV
gamma 1.39139, (v/c)^2 0.48346
m v^2 247048.7 eV, Bohr radius 0.0529177 nm
2 a0 m v^2 = 26146.51 eV nm
largest transverse wave number 12.527 1/nm
loss-function peak energy 31.4 eV
E 10 eV: thetaE 0.02909 mrad, log 10.2935
  Im(-1/eps) 0.13824, S 19827.9 counts/eV
E 23 eV: thetaE 0.06691 mrad, log 8.6278
  Im(-1/eps) 0.46247, S 55599.2 counts/eV
E 50 eV: thetaE 0.14546 mrad, log 7.0755
  Im(-1/eps) 0.14789, S 14580.1 counts/eV
index n 1.46772, 1-1/n^2 0.535794
sum-rule quadrature: film 0.535794, metal 1.000000
with phonons, losses above 1 eV: 0.531339
static permittivity 3.8442, 1-1/static 0.739869
dielectric/Rutherford rate ratio 0.99899
t/lambda 0.3350, mean free path 238.81 nm
zero-loss area 7.15345e+06 counts
weighted spectral integral 1.17167e+04 counts/eV
recovered thickness 79.929 nm = 799.29 angstrom
plural scattering left in: 87.73 nm
total area used as I0: 57.18 nm
relative slope dt/(t dn) -1.1806; formula -1.1806
index too high by 0.05: 75.68 nm
index at 2.1 eV 1.47379: 79.36 nm
static permittivity used for n^2: 57.88 nm
window 3 to 100 eV only: 77.65 nm
bulk reference, window 3 to 200 eV: 77.91 nm
same window, surfaces without retardation: 79.26 nm
same window, surfaces with retardation: 82.93 nm
same window, bulk with momentum dispersion: 75.62 nm
n v/c 1.0205 (Cherenkov threshold at 1)
\end{verbatim}
